# Where a simple-cubic crystal of point dipoles first becomes unstable

**Q.** I have a simple-cubic crystal of identical polarisable atoms, treated as point dipoles. Clausius-Mossotti gives a dielectric constant that diverges at $\alpha/a^3=3/(4\pi)$. Below that value it is positive and finite, so I take the unpolarised crystal to be stable there. The divergence is the polarisation catastrophe, and I need only stay below it.

**A.** Let us first write down what stability requires. I use Gaussian-type atomic units, with polarisability $\alpha$ as a volume, spacing $a$ and $s=\alpha/a^3$. The atoms are fixed, isotropic and linear, with no permanent dipoles. Polarising an atom costs $p^2/(2\alpha)$, so

$$U=\sum_{\mathbf R}\frac{p_{\mathbf R}^2}{2\alpha}-\frac12\sum_{\mathbf R\ne\mathbf R'}\mathbf p_{\mathbf R}\cdot T(\mathbf R-\mathbf R')\,\mathbf p_{\mathbf R'},\qquad T_{ij}(\mathbf r)=\partial_i\partial_j\frac1r=\frac{3r_ir_j-r^2\delta_{ij}}{r^5}.$$

Here $T\mathbf p$ is the field of a dipole. Try the pattern $\mathbf p_{\mathbf R}=\mathbf e\cos(\mathbf q\cdot\mathbf R)$. Since $T$ is even in $\mathbf r$, the sine part of the field sum cancels, and the field at $\mathbf R$ is $a^{-3}T(\mathbf q)\mathbf p_{\mathbf R}$. From here on lengths inside lattice sums are in units of $a$ and $\mathbf q$ is in units of $1/a$:

$$T(\mathbf q)=\sum_{\mathbf R\ne0}T(\mathbf R)\cos(\mathbf q\cdot\mathbf R).$$

If $\mathbf e$ is an eigenvector with eigenvalue $\lambda$, the energy is

$$U=\sum_{\mathbf R}\frac{p_{\mathbf R}^2}{2}\left(\frac1\alpha-\frac{\lambda}{a^3}\right)=\sum_{\mathbf R}\frac{p_{\mathbf R}^2}{2\alpha}(1-s\lambda).$$

Different $\mathbf q$ do not mix in this quadratic energy. Stability therefore requires $s\lambda<1$ for every wave vector and polarisation. Which of them does your dielectric constant test?

**Q.** The uniform one, I suppose. Can you show that it gives my formula?

**A.** Yes, but the uniform sum converges only conditionally, so we must approach $\mathbf q=0$ through small nonzero $\mathbf q$. Split $1/r=\operatorname{erfc}(\eta r)/r+\operatorname{erf}(\eta r)/r$. The first part is summed in real space. The second has Fourier transform $4\pi e^{-k^2/4\eta^2}/k^2$, and two derivatives multiply it by $-k_ik_j$. Poisson summation, for a cell of unit volume, turns its sum over all sites into a sum over $\mathbf K=\mathbf q+\mathbf G$, with $\mathbf G$ the reciprocal lattice vectors.

That sum includes the unwanted site $\mathbf R=0$. Near the origin $\operatorname{erf}(\eta r)/r=(2\eta/\sqrt\pi)(1-\eta^2r^2/3+\dots)$, whose second derivative is $-4\eta^3\delta_{ij}/(3\sqrt\pi)$. Subtracting it gives

$$T_{ij}(\mathbf q)=\sum_{\mathbf R\ne0}\cos(\mathbf q\cdot\mathbf R)\,\partial_i\partial_j\frac{\operatorname{erfc}(\eta R)}R-4\pi\sum_{\mathbf K}\frac{K_iK_j}{K^2}e^{-K^2/4\eta^2}+\frac{4\eta^3}{3\sqrt\pi}\delta_{ij}.$$

As $\mathbf q\to0$, the one term that depends on the direction of $\mathbf q$ is $\mathbf G=0$, which tends to $-4\pi\hat q_i\hat q_j$. All the rest has cubic symmetry and tends to $A\delta_{ij}$. Each term of the original sum is traceless, because $\nabla^2(1/r)=0$ away from the origin. Hence $3A-4\pi=0$, and

$$\lambda_T=\frac{4\pi}3,\qquad\lambda_L=\frac{4\pi}3-4\pi=-\frac{8\pi}3$$

for dipoles perpendicular and parallel to $\mathbf q$.

Now apply a weak longitudinal external field $D$. The dipole is $p=\alpha(D+\lambda_Lp/a^3)$, so the polarisation is $P=p/a^3=D/(1/s-\lambda_L)$. The macroscopic field is $E=D-4\pi P$, and therefore

$$\frac1\varepsilon=\frac ED=1-\frac{4\pi}{1/s+8\pi/3}=\frac{1-4\pi s/3}{1+8\pi s/3},\qquad \varepsilon=\frac{1+2x}{1-x},\quad x=\frac{4\pi s}3.$$

This is Clausius-Mossotti. Its divergence at $x=1$ is the condition $s\lambda_T=1$: the long-wave transverse mode has lost its stiffness. The formula says nothing about short waves.

**Q.** But surely parallel dipoles help one another most. Why would any alternating pattern be softer?

**A.** Parallel dipoles help one another when they lie head to tail. Side by side, they hinder one another. So build the crystal from columns along $z$, with all dipoles along $z$. Within a column, neighbours at distance $n$ on both sides give

$$2\sum_{n=1}^\infty\frac2{n^3}=4\zeta(3)=4.80823.$$

Next we need the field of another column at lateral distance $\rho$, level with its atoms. Let $z$ be the height measured from an atom of that column. The field is $\sum_n\partial_z^2[\rho^2+(z-n)^2]^{-1/2}$, which is periodic in $z$. Using

$$\int_{-\infty}^{\infty}\frac{e^{-ikz}}{\sqrt{\rho^2+z^2}}\,dz=2K_0(|k|\rho),$$

its Fourier coefficient at $k=2\pi m$ is $-2k^2K_0(|k|\rho)$. This vanishes as $k\to0$, so there is no constant term. Adding $m$ and $-m$ at $z=0$ gives

$$F(\rho)=-16\pi^2\sum_{m=1}^\infty m^2K_0(2\pi m\rho).$$

Every term is negative: a parallel neighbouring column opposes the dipoles. The field falls off exponentially, with $F(1)=-0.14552$ and $F(\sqrt2)=-0.00907$.

**Q.** Then I should reverse the nearest columns.

**A.** Give the column at $(i,j)$ the sign $(-1)^{i+j}$. That is the wave vector $M=(\pi,\pi,0)$ with dipoles along $z$. The pattern is antiferroelectric between nearest columns and parallel inside each one. The four nearest columns now help, while the four diagonal ones still oppose:

$$\lambda_M\approx4.80823+4(0.14552)-4(0.00907)=5.3540.$$

More distant columns bring this to $5.35358$. With all columns parallel, the same two shells give $4.80823-0.58208-0.03628=4.1899$, and the full sum is $4\pi/3=4.18879$. It must be, because this pattern is the limit of a wave with in-plane $\mathbf q$ and dipoles along $z$, which is transverse.

Subtracting the two column sums cancels every column with even $i+j$ and leaves

$$\lambda_M-\lambda_T=32\pi^2\sum_{i+j\ \mathrm{odd}}\;\sum_{m=1}^{\infty}m^2K_0\!\left(2\pi m\sqrt{i^2+j^2}\right)=1.16479.$$

Since $K_0>0$, every term is positive. This proves, for the undamped model, that the columnar mode goes soft before the uniform one when $\alpha$ is raised at fixed $a$:

$$s_M=\frac1{5.35358}=0.18679,\qquad s_{CM}=\frac3{4\pi}=0.23873.$$

The first is $78\%$ of the second. A single isolated column helps to read these numbers. Its uniform axial mode softens at $1/4.80823=0.208$, between the two. Parallel neighbours delay that instability and alternating neighbours advance it.

**Q.** You have shown that something precedes my divergence. How do you know that nothing precedes $M$?

**A.** That part rests on numerical evidence, not on a proof. The Ewald sum was evaluated at 969 wave vectors in the irreducible wedge $0\le q_z\le q_y\le q_x\le\pi$, with step $\pi/16$ and with $\mathbf q=0$ replaced by a very small vector. The largest eigenvalue of all was at $M$. Local maximisations from eight random starting points found nothing higher. For comparison, the largest eigenvalue at $(\pi,0,0)$ is $4.84372$, and at $(\pi,\pi,\pi)$ it is zero.

At $M$ itself, reflections forbid mixing of $x$, $y$ and $z$. The two in-plane eigenvalues are equal by symmetry and the trace is zero, so each is $-\lambda_M/2=-2.67679$. Cubic symmetry supplies two more soft modes, with columns along $x$ and along $y$.

**Q.** Could this be an artefact of an infinite lattice with periodic waves?

**A.** Take a free finite cube and diagonalise its dipole matrix directly. Its largest eigenvalue cannot exceed the maximum over the zone. To see this, extend any dipole pattern of the cube by zeros to the infinite lattice. Its interaction quotient $\mathbf p\cdot T\mathbf p/\mathbf p\cdot\mathbf p$ is then a weighted average of $T(\mathbf q)$ over wave vectors, and an average cannot exceed the maximum.

The $4\times4\times4$ cube gives $4.7008$ and the $8\times8\times8$ cube gives $5.1518$. Both lie above $4\pi/3$ and below $\lambda_M$. So these small crystals also go unstable before $s_{CM}$, though later than the infinite one. In the larger cube I compared the three top modes with a columnar pattern multiplied by a half-sine envelope along each edge. The squared projection of that pattern onto the three modes is $1.000$ to three decimals.

**Q.** I would still expect a warning. Surely $\varepsilon$ becomes enormous as the crystal approaches the columnar instability?

**A.** Insert $s=1/\lambda_M$, so that $x=4\pi/(3\lambda_M)$, and multiply numerator and denominator by $\lambda_M$:

$$\varepsilon(s_M)=\frac{\lambda_M+8\pi/3}{\lambda_M-4\pi/3}=\frac{13.7312}{1.1648}=11.79.$$

The dielectric constant passes smoothly through this value. A uniform field does not excite the $M$ mode in linear response, because the quadratic energy does not couple different wave vectors. In this model a Clausius-Mossotti value above about $11.8$ belongs to an unpolarised state that is already unstable. The formula still returns a number, but it describes the response about an energy saddle.

**Q.** And what does the crystal become beyond the threshold?

**A.** The linear model cannot say, since its energy has no lower bound there. Add, as the simplest cure, an on-site energy $\kappa p^4/4$ with $\kappa>0$, and keep a single columnar pattern of amplitude $p$. The energy per atom is

$$u=\frac k2p^2+\frac\kappa4p^4,\qquad k=\frac1\alpha-\frac{\lambda_M}{a^3}.$$

Setting $du/dp=p(k+\kappa p^2)=0$ gives $p^2=-k/\kappa$ when $k<0$. The columns then acquire finite alternating dipoles with no net polarisation. This isotropic quartic term does not choose between one $M$ mode and a combination of the three. Let the columnar patterns along $x$, $y$ and $z$ have amplitudes $A_x$, $A_y$ and $A_z$. Every site then has $p^2=A_x^2+A_y^2+A_z^2$, so the energy depends only on that sum. Anisotropic nonlinear terms, absent here, would have to decide.

**Q.** Let me see it with a real atom.

**A.** Phosphorus suits the question. Its free atom has a half-filled $3p$ shell and so an isotropic polarisability, and the element has a simple-cubic form under pressure. In a field $F$ the energy of the free atom changes by $-\alpha F^2/2$ at leading order, so $\alpha=-2\,\Delta E/F^2$. With $F=0.004$ a.u. and the aug-cc-pVTZ basis, unrestricted Hartree-Fock gives $25.39$ bohr³. Coupled cluster with single and double excitations and a frozen core gives $24.96$ bohr³, which is $1.7\%$ lower. I use the latter. It still omits core correlation, higher excitations, relativity and the remaining basis error.

Each instability has a threshold spacing $a=(\alpha\lambda)^{1/3}$:

$$a_M=(24.959\times5.35358)^{1/3}=5.112\ \text{bohr}=0.2705\ \text{nm},$$

$$a_{CM}=(24.959\times4.18879)^{1/3}=4.711\ \text{bohr}=0.2493\ \text{nm}.$$

Choose a hypothetical crystal at $0.26$ nm, or $4.9133$ bohr, between the two. Then $s=24.959/4.9133^3=0.2104$ and $x=0.8814$, so Clausius-Mossotti reports $\varepsilon\approx23.3$. The uniform stiffness is positive, $1-s\lambda_T=0.119$. The columnar stiffness is negative, $1-s\lambda_M=-0.127$. By your criterion this crystal is safe, yet within the model it is unstable.

**Q.** So simple-cubic phosphorus should be a columnar antiferroelectric?

**A.** No. The real simple-cubic phase is a metal, with a spacing of very roughly $0.24$ nm, so the example is stretched by somewhat under a tenth. At the real spacing the undamped model would be past both thresholds. The assumption that fails is that of separate point dipoles. At $0.26$ nm the root-mean-square radius of the free-atom $3p$ orbital is $2.53$ bohr, while half the spacing is $2.46$ bohr. The $\sigma$ overlap of neighbouring $3p$ orbitals is $0.30$. Bonding and electron delocalisation, both absent here, cannot be treated as small corrections.

**Q.** Then let me use Thole damping. Does it remove only the uniform catastrophe, or the columnar one too?

**A.** We can test both. In each pair, smear the charges of the source atom and take their field at the centre of the other atom. The fraction of a smeared charge enclosed within distance $r$ is $f_3=1-e^{-v}$, with $v=br^3/\alpha$. A unit charge then has field $f_3r_i/r^3$, and the dipole tensor is minus its gradient:

$$T^D_{ij}=-\partial_j\frac{f_3r_i}{r^3}=\frac{3f_3r_ir_j}{r^5}-\frac{f_3\delta_{ij}}{r^3}-\frac{f_3'r_ir_j}{r^4}.$$

Since $f_3'=3ve^{-v}/r$, the last term combines with the first:

$$T^D_{ij}=\frac{3f_5r_ir_j}{r^5}-\frac{f_3\delta_{ij}}{r^3},\qquad f_5=f_3-ve^{-v}=1-(1+v)e^{-v}.$$

Take $b=0.39$. In lattice units $v=cR^3$ with $c=b/s=1.853$ for the example, so nearest neighbours have $f_3=0.843$ and $f_5=0.553$. The head-to-tail coupling $3f_5-f_3$ drops from $2$ to $0.815$. The side-by-side coupling drops only from $1$ to $0.843$. Damping thus strikes hardest at the attraction that holds a column together.

For the uniform mode the sum is short. The change in the tensor decays rapidly with distance, so its sum at $\mathbf q=0$ is isotropic and equals one third of its trace. The trace of $T^D$ is $3(f_5-f_3)/R^3=-3ce^{-cR^3}$, hence

$$\lambda_T^D=\frac{4\pi}3-c\sum_{\mathbf R\ne0}e^{-cR^3}.$$

The example gives $s\lambda_T^D=0.490$, against $0.881$ undamped. The columnar value falls from $1.127$ to $0.524$. Both modes are now stable, and the columnar one is still the softer of the two.

**Q.** Does that hold if I increase $\alpha$ further at the same spacing?

**A.** With $b$ fixed at $0.39$, a scan of the same 969 wave vectors at 39 values of $s$ from $0.05$ to $1$ found no instability. The largest $s\lambda$ was $0.69$, at $s=0.85$ and again at wave vector $M$. It is not the columnar mode, however: the dipoles now lie in the $xy$ plane, while the columnar mode has only $s\lambda=0.39$. The range of the scan matters. At $s=2.4$ the wave at $(\pi,0,0)$ with dipoles along $\mathbf q$ has $s\lambda\approx1.25$, so this damping does not stabilise the crystal for every $\alpha$. Nor does the result cover weaker damping or another lattice.

Damping also does not make the model a description of metallic phosphorus. It shows that the instability predicted for the example does not survive smearing of this strength. For any such dipole model, the test to apply is $s\lambda(\mathbf q)<1$ over the whole zone, with the interaction actually in use. The numerical output below lists the main values for this case.

## Calculated quantities

```
Lattice sums lambda, in units of 1/a^3
Gamma, transverse: 4.18879
Gamma, longitudinal: -8.37758
X, largest: 4.84372
M, dipoles along z: 5.35358
M, dipoles in plane: -2.67679
R, largest: 0.00000
own column, 4 zeta(3): 4.80823
one uniform column at distance a: -0.14552
one uniform column at distance sqrt(2) a: -0.00907
gap M minus Gamma: 1.16479
wave vectors scanned: 969
free cube 4x4x4, largest: 4.7008
free cube 8x8x8, largest: 5.1518
columnar weight in its top three modes: 1.000
Thresholds
columnar alpha/a^3: 0.18679
CM alpha/a^3: 0.23873
ratio columnar/CM: 0.7824
CM dielectric constant at columnar threshold: 11.789
Thole damping
damping parameter b: 0.39
largest s*lambda, s from 0.05 to 1: 0.6945
found at s: 0.850
found at q a/pi: 1.0000, 1.0000, 0.0000
Phosphorus example, aug-cc-pVTZ
field strength: 0.004 a.u.
UHF polarisability: 25.388 bohr^3
UCCSD polarisability: 24.959 bohr^3
correlation shift: -1.69 percent
columnar threshold spacing: 5.1124 bohr = 0.2705 nm
CM threshold spacing: 4.7109 bohr = 0.2493 nm
example spacing: 4.9133 bohr = 0.26 nm
example alpha/a^3: 0.21043
example CM dielectric constant: 23.30
bare stiffness 1-s*lambda at Gamma: 0.1186
bare stiffness 1-s*lambda at M: -0.1265
damped s*lambda at Gamma: 0.4898
damped s*lambda at M: 0.5237
rms radius of 3p orbital: 2.528 bohr
half of example spacing: 2.457 bohr
3p sigma overlap of neighbours: 0.296
```
